# Why a downhill tilt current leads to Edwards-Wilkinson growth

## A staircase

Take a line of columns, cut as a perfect staircase that rises by one layer to the right every 16 columns. Atoms arrive at random columns. Each settles at once on the lowest of three columns, the one it hit and its two neighbours; it stays where it landed if no neighbour is lower, and a tie between two equally low neighbours is settled at random. This is the Family model.

On a terrace nothing moves. The exception is an atom that lands on the upper edge of a step: its left neighbour is one layer lower, so it hops left. One arrival in 16 therefore moves by $-1$ column.

Measure length in column spacings, height in layers and time in deposited monolayers (ML), so that the arrival rate per column is $F=1$. Let $J$ be the net number of atoms crossing a bond to the right per unit time. Each hop crosses one bond, and there are as many bonds as columns, so $J$ is $F$ times the mean displacement per arrival:

$$J=-\frac{1}{16}=-0.0625=-m ,$$

where $m=1/16$ is the mean slope. The current runs downhill and is proportional to the tilt.

Now bend the staircase gently, so that the slope varies from place to place. Where the surface curves downward, as on a hilltop, atoms leave on both sides; in a valley they arrive from both sides. A current $J=-\nu m$ with $\nu>0$ thus flattens long waves, at a rate set by $\nu$. Random arrivals keep roughening them. The competition of these two effects is Edwards-Wilkinson (EW) growth. What has to be shown is that nothing else in a conserved model matters at long times, and which $\nu$ is meant, since a growing surface does not remain a perfect staircase.

## From the current to an equation of motion

"Conserved" means that every arriving atom is kept, without desorption, voids or overhangs. The height $h(x,t)$ then changes by arrival and by lateral transport alone:

$$\frac{\partial h}{\partial t}=F-\frac{\partial J}{\partial x}+\eta .$$

The noise $\eta$ comes from the arrivals. In a time $dt$ a column receives on average $F\,dt$ atoms, independently of the others, and the variance of a Poisson count equals its mean. Hence

$$\langle\eta(x,t)\,\eta(x',t')\rangle=F\,\delta(x-x')\,\delta(t-t').$$

Randomness in the hops adds a fluctuating part to $J$. It enters through a derivative and is therefore weaker for long waves.

The next step is a separation of time scales. Consider a wave of wave number $k$ and a window of width $w$, with $1\ll w\ll 1/k$. If slopes relax diffusively, the window settles in a time of order $w^2/\nu$, while the wave needs $1/(\nu k^2)$. The ratio is $(kw)^2\ll1$. The window therefore reaches the stationary state of a surface with its own mean slope, and carries the current $J(m)$ of that state. This assumes short-range rules and one stationary state per slope; the diffusive relaxation it uses is recovered below, so the argument is self-consistent rather than a rigorous proof.

The rules depend on height differences, so $J$ contains derivatives of $h$ but not $h$ itself. If the rules are also mirror-symmetric, $x\to-x$ reverses $J$, and each term must contain an odd number of $x$-derivatives. With subscripts for derivatives, the leading terms are

$$J=-\nu h_x+\kappa h_{xxx}-A\,(h_x^2)_x-B\,h_x^3,\qquad \nu=-J'(0),$$

provided that $J(m)$ is smooth at $m=0$. Inserting this in the conservation law gives

$$h_t=F+\nu h_{xx}-\kappa h_{xxxx}+A\,(h_x^2)_{xx}+B\,(h_x^3)_x+\eta .$$

The term $h_x^2$ of the Kardar-Parisi-Zhang (KPZ) equation is absent. Its average over a tilted surface is not zero, so it would make the growth rate depend on tilt, whereas a conserved surface grows at the mean rate $F$ at every tilt.

## What survives at large scales

Stretch lengths by $b$, times by $b^z$ and heights by $b^\alpha$. A term with $n$ factors of $h$ and $p$ derivatives scales as $b^{n\alpha-p}$, and $h_t$ as $b^{\alpha-z}$. Relative to $h_t$, its coefficient is multiplied by $b^{\,y}$ with

$$y=z-\alpha+n\alpha-p .$$

For $\nu h_{xx}$ this is $z-2$, so $\nu$ stays fixed if $z=2$. The noise scales as $b^{-(1+z)/2}$, the square root of its two delta functions; relative to $h_t$ its power is $z-\alpha-(1+z)/2=(z-1-2\alpha)/2$, which vanishes for $\alpha=1/2$. With these values:

- $\kappa h_{xxxx}$ has $y=-2$;
- $A(h_x^2)_{xx}$ has $y=-3/2$;
- $B(h_x^3)_x$ has $y=-1$;
- the excluded KPZ term would have $y=+1/2$.

The allowed extra terms fade on large scales, and the EW equation is left. The KPZ term would grow, which is why conservation is essential to the conclusion.

Fading does not mean that the nonlinear terms leave no trace. On short scales they act at full strength and change the mean response to a tilt. That change is already contained in $J(m)$ if the current is measured on the rough, stationary surface.

## Solving the remaining model

Subtract the mean height $Ft$ and write $h_k=\sum_x h\,e^{-ikx}$ on a line of $L$ columns. Two $x$-derivatives give $-k^2$, so each mode obeys

$$\dot h_k=-\nu k^2h_k+\eta_k,\qquad \langle\eta_k(t)\eta_k^*(t')\rangle=FL\,\delta(t-t').$$

Starting flat, $h_k(t)=\int_0^t e^{-\nu k^2(t-s)}\eta_k(s)\,ds$. In the mean square the delta function removes one of the two time integrals:

$$S(k,t)=\frac{\langle|h_k|^2\rangle}{L}=F\int_0^t e^{-2\nu k^2(t-s)}ds=\frac{F}{2\nu k^2}\left(1-e^{-2\nu k^2t}\right).$$

Slopes carry a further factor $k^2$. Their stationary spectrum is therefore $F/(2\nu)$, the same for all long waves. In the stationary state, multiplying the equation for $h_k(t+\tau)$ by $h_k^*(t)$ and averaging removes the later noise, so correlations decay as $e^{-\nu k^2\tau}$.

The squared width is $W^2=L^{-1}\sum_{k\neq0}S$, which for a wide line becomes $\int S\,dk/2\pi$. To evaluate it, let $I(a)=\int_{-\infty}^{\infty}(1-e^{-ak^2})k^{-2}dk$. Then $I'(a)=\int e^{-ak^2}dk=\sqrt{\pi/a}$ and $I(0)=0$, so $I(a)=2\sqrt{\pi a}$. With $a=2\nu t$,

$$W^2=\frac{F}{2\nu}\,\frac{2\sqrt{2\pi\nu t}}{2\pi}=F\sqrt{\frac{t}{2\pi\nu}} .$$

Thus $W\propto t^{\beta}$ with $\beta=1/4$. At very long times a finite line saturates. With $k=2\pi n/L$ and $\sum_{n\ge1} n^{-2}=\pi^2/6$,

$$W^2\to\frac{2}{L}\sum_{n\ge1}\frac{FL^2}{8\pi^2\nu n^2}=\frac{FL}{24\nu},$$

so $W\propto L^{1/2}$, as $\alpha=1/2$ requires.

## Tilted surfaces predict flat ones

The tilt current fixes $\nu$, and $\nu$ then fixes amplitudes on a flat substrate with nothing left to adjust. This was simulated for the Family model with 64 columns. After 300 ML of growth, the currents averaged over the next 300 ML were $-0.0494$ at $m=0.0625$ and $-0.0985$ at $m=0.125$, in atoms per ML. The ratios $-J/m$ are 0.7900 and 0.7882. Because $J$ is odd, $-J/m=\nu+cm^2$ at small $m$, and doubling $m$ multiplies the correction by four. Eliminating $c$ gives

$$\nu=\frac{4(0.7900)-0.7882}{3}=0.791\pm0.006 .$$

The error is the statistical one, from the scatter between independent copies. It does not include the effect of the finite line: with 32 columns, $-J/m$ at $m=0.125$ is $0.798\pm0.002$, about 1% higher than with 64. The perfect staircase gave $\nu=1$. The stationary rough surface responds 21% less strongly than that.

On separate flat copies the slope spectrum should be $1/(2\times0.7906)=0.632$. The longest wave gives 0.633, a ratio to the prediction of $1.001\pm0.015$. The staircase value would have predicted 0.5, and the measured spectrum lies 27% above that. The current that matters is thus the stationary one.

For decay rates, the lattice replaces $k^2$ by $2-2\cos k$, because $h_{xx}$ becomes $h_{i+1}+h_{i-1}-2h_i$. The two slowest modes should decay at 0.00761 and 0.0304 per ML; the measured rates are $0.00752\pm0.00012$ and $0.0302\pm0.0003$. Their ratio, for a doubling of $k$, gives $z=2.00\pm0.03$.

The width is a less sharp comparison. Between 16 and 64 ML, $W^2$ rises by $1.13\pm0.04$ layers², while the sum over the modes of this line predicts 1.05. The excess is 8% of the prediction, or 2.3 standard errors. It is a statistical fluctuation: a larger sample of 12000 copies gives a rise of $1.034\pm0.013$. These data do not display $\beta=1/4$ directly: the slowest mode saturates in about $1/(2\times0.00761)\approx66$ ML, so the line is no longer wide at 64 ML.

## When the tilt current vanishes

Let the atom instead choose, among the same three columns, the one with the largest upward curvature $h_{i+1}+h_{i-1}-2h_i$. Adding a uniform integer slope leaves every curvature unchanged, so the rule cannot respond to it. At the fractional slope $m=0.25$, on 16 columns, the simulated current is $-0.0005\pm0.0004$ atoms per ML, consistent with zero. A fractional slope is not covered by the exact invariance: at the same slope the current is $-0.024$ on 4 columns and $-0.0025$ on 8, and it dies out only as the line lengthens. The response found for the Family model would give about $-0.79\times0.25=-0.20$.

A vanishing $\nu$ alone would not make the equation linear: with the exponents $z=4$, $\alpha=3/2$ that belong to $\kappa h_{xxxx}$ and the noise, the term $A(h_x^2)_{xx}$ has $y=+3/2$ and would grow. In the gradient expansion, however, a rule that ignores an added slope $m$ has $A=B=0$ as well, because replacing $h_x$ by $h_x+m$ would change both terms. The curvature rule ignores only integer slopes exactly, so for it this holds on long lines, where the response to fractional slopes has vanished. The leading decay rate is then $\kappa k^4$. Repeating the mode calculation gives a stationary slope spectrum $F/(2\kappa k^2)$, which rises towards long waves. Between the two longest waves it should change by a factor of 3.85; simulations give 3.5 to 3.6, where the Family model gives 1.00. The strong rise is thus confirmed, but the origin of the shortfall of 6 to 8% was not examined. Both models conserve atoms and receive the same noise; they differ in the response to tilt.

If the current is uphill, $\nu<0$, and the rate $\nu k^2+\kappa k^4$ is negative for $k^2<|\nu|/\kappa$. Long waves then grow exponentially at first, and the flat surface is unstable.

## How long is long

Suppose that both smoothing terms are present and that the nonlinear terms are negligible. The two smoothing rates are equal at $k_\times^2=\nu/\kappa$. The corresponding time is

$$t_\times=\frac{1}{\nu k_\times^2}=\frac{\kappa}{\nu^2}.$$

Well before it, $S=F(1-e^{-2\kappa k^4t})/(2\kappa k^4)$. Setting $k=q(\kappa t)^{-1/4}$ turns $\int S\,dk$ into $Ft(\kappa t)^{-1/4}$ times a number, so $W^2\propto t^{3/4}$ and $\beta=3/8$.

Take a weak current, $\nu=0.01$ with $\kappa=1$. Then $t_\times=10^4$ ML. In the linear theory the local exponent is 0.374 at $10^{-4}t_\times$, still 0.327 at $t_\times$, and 0.252 at $10^4t_\times$. These are continuum values. The first refers to 1 ML, where the lattice matters: with $2-2\cos k$ in place of $k^2$ the exponent is 0.358 there and 0.366 at 10 to 100 ML, while the two later values do not change. A measured exponent near 3/8 therefore does not exclude EW behaviour later on, whereas a downhill stationary current can reveal it in advance, provided that it converges as the line is lengthened. On short lines it can mislead: the curvature rule shows a downhill current on 4 and 8 columns although its $\nu$ vanishes, and for atoms that choose the site with the most lateral neighbours (the Wolf-Villain rule) $-J/m$ at $m=0.25$ falls from 0.045 on 8 columns to 0.012 on 16 and about 0.004 on 32.

For a real film, a layer is very roughly 0.3 nm thick, so $10^4$ ML would be about 3 µm. These values of $\nu$ and $\kappa$ are round numbers and describe no particular material. Real adatoms can also make many hops and may meet an extra barrier at descending steps. Such a barrier favours uphill transport, and can reduce $\nu$ or reverse its sign; no value from the Family model should be carried over to a film.

## Conditions

Each part of the argument shows where it can fail. Desorption or voids can make the growth rate depend on tilt and admit the KPZ term. Shadowing makes arrivals depend on distant heights, so a local $J(m)$ no longer describes growth. If $J$ has no linear term at $m=0$, there is no $\nu$ to dominate. A downhill response at small slopes also does not exclude an instability triggered by a large disturbance.

On a two-dimensional substrate the response must be downhill in every direction for this smoothing to act on all long waves; if it is uphill in one direction, long waves along that direction grow. In the isotropic case, fixing the noise under rescaling gives $\alpha=0$, and the three extra terms all have $y=-2$. The width then follows from

$$W^2\simeq\int\frac{k\,dk}{2\pi}\,\frac{F}{2\nu k^2},$$

cut off below at $k\sim(2\nu t)^{-1/2}$, where modes have not yet saturated. This gives $W^2\simeq(F/8\pi\nu)\ln t$ plus a constant: the class is the same, but the roughening is logarithmic. The simulations above concern one lateral dimension; the two-dimensional result rests on the linear theory alone.

## Calculated quantities

```
Family model: columns 64, flat copies 2000, copies per tilt 400
run-in 300 ML, measuring time 300 ML
J at m=0: 0.00003 +- 0.00011 atoms/ML
J at m=0.0625: -0.04937 +- 0.00026 atoms/ML
J at m=0.1250: -0.09852 +- 0.00027 atoms/ML
-J/m at the two tilts: 0.7900, 0.7882 spacing^2/ML
nu from tilted copies: 0.7906 +- 0.0056 spacing^2/ML
fresh staircase, m=0.0625: J = -0.06250 atoms/ML, -J/m = 1.0000 spacing^2/ML
predicted slope spectrum F/(2 nu): 0.6325 (lattice units)
mode 1, k=0.0982/spacing: slope spectrum 0.6328, measured/predicted 1.001 +- 0.015
mode 2, k=0.1963/spacing: slope spectrum 0.6306, measured/predicted 0.997 +- 0.010
mode 4, k=0.3927/spacing: slope spectrum 0.6296, measured/predicted 0.996 +- 0.008
mode 8, k=0.7854/spacing: slope spectrum 0.6366, measured/predicted 1.007 +- 0.008
mode 1 measured/predicted with fresh-staircase value: 1.266
decay rate mode 1: 0.00752 +- 0.00012, predicted 0.00761 per ML
decay rate mode 2: 0.03016 +- 0.00030, predicted 0.03038 per ML
dynamic exponent z from the two rates: 2.004 +- 0.026
W^2 at 16 ML: 1.515, at 64 ML: 2.644 layers^2
rise of W^2: 1.128 +- 0.035, predicted 1.047 layers^2
control (curvature rule), columns 16, m=0.25: J = -0.00047 +- 0.00043 atoms/ML
control: slope spectrum mode 1 / mode 2 = 3.603, 1/k^2 law gives 3.848
Family model: slope spectrum mode 1 / mode 2 = 1.004, EW gives 1
rescaling power of fourth derivative: -2.00
rescaling power of d2/dx2 of slope^2: -1.50
rescaling power of d/dx of slope^3: -1.00
rescaling power of slope^2 (KPZ): +0.50
wide system, t=1000 ML, measured nu: W^2 = 14.189 (integral), 14.189 (formula) layers^2
weak current: nu=0.01 spacing^2/ML, kappa=1.0 spacing^4/ML, crossover time 10000 ML
effective beta at t = 0.0001 crossover times: 0.3743
effective beta at t = 1 crossover times: 0.3268
effective beta at t = 10000 crossover times: 0.2516
```
